# Why cold silicon Esaki diodes show conductance onsets at phonon energies

If tunnelling in a silicon Esaki diode is modelled as elastic passage through a barrier, the conductance near zero bias should be smooth. At liquid-helium temperature it is not: it rises near voltages that match phonon energies. With the elastic model alone, these rises could be put down to traps, contacts or structure in the density of states. The fitted barrier would be wrong too, since most of the elastic paths it assumes are closed in a perfect junction.

The explanation has two parts. The valence-band maximum and the conduction-band valleys lie at different crystal momenta, and a phonon can supply the difference. In a cold crystal there is no phonon to absorb, so one must be emitted, and the bias must pay for it. The mismatch alone gives no threshold, because a dopant can also supply momentum, at no energy cost.

## The size of the mismatch

The valence maximum is at $\Gamma$. The six conduction valleys lie about 0.85 of the way from $\Gamma$ to the zone edge X. With a lattice constant $a=0.543$ nm, the zone edge is at $2\pi/a=11.57\ \mathrm{nm^{-1}}$ and

$$k_0=0.85\,\frac{2\pi}{a}=9.84\ \mathrm{nm^{-1}}.$$

Take the junction field along $x=[100]$. Four valleys then have their mismatch in the junction plane and two have it along the field. The two groups need separate arguments.

## Valleys with the mismatch in the junction plane

In an ideal junction the built-in potential depends on $x$ only, so the Hamiltonian is unchanged by any in-plane lattice translation $\mathbf R$. Under it, initial and final states acquire the phases $e^{i\mathbf k\cdot\mathbf R}$ and $e^{i\mathbf k'\cdot\mathbf R}$. The elastic amplitude $A$ must therefore satisfy

$$A=A\,e^{i(\mathbf k-\mathbf k')\cdot\mathbf R}.$$

For $\mathbf R=(0,a/2,a/2)$ and a mismatch $k_0$ along $y$, the phase is $k_0a/2=0.85\pi$. The exponential is not 1, so $A=0$.

A phonon of wave vector $\mathbf q$ adds a potential proportional to $e^{i\mathbf q\cdot\mathbf r}$, which brings its own phase $e^{i\mathbf q\cdot\mathbf R}$. The amplitude can now be nonzero if $\mathbf k'=\mathbf k+\mathbf q$ in the plane, up to a reciprocal-lattice vector. A single impurity has no translation symmetry and lifts the restriction too.

These statements were tested on a two-band lattice of 40 sites in the plane, with periodic ends, and 8 along the field. The interband coupling was 0.1 eV. The propagator from the valence state at zero in-plane momentum to the conduction state at $k_0$ was:

- perfect lattice: $1.7\times10^{-19}\ \mathrm{eV^{-1}}$, which is rounding error;
- potential wave of 0.02 eV with $q=k_0$: $2.78\times10^{-5}\ \mathrm{eV^{-1}}$;
- the same wave with $q$ at half the zone edge: $2.3\times10^{-19}\ \mathrm{eV^{-1}}$;
- one impurity of 0.5 eV: $6.63\times10^{-6}\ \mathrm{eV^{-1}}$.

The wave here is static, so this tests the momentum rule only. A real phonon also oscillates in time, and thereby changes the electron energy by $\pm\hbar\omega$.

## Valleys with the mismatch along the field

The field breaks translation symmetry along $x$, so the elastic amplitude need not vanish. Its size can be found for parabolic bands, a uniform force $F$ on the electron and a weak local coupling between the bands. This effective coupling stands for the virtual transitions of the real process.

Put the common energy at zero, and let $m_c$ and $m_v$ be the masses along the field. The conduction and valence envelopes obey

$$-\frac{\hbar^2}{2m_c}\phi_c''+(E_g-Fx)\phi_c=0,\qquad
\frac{\hbar^2}{2m_v}\phi_v''-Fx\,\phi_v=0.$$

Define $a_v^3=2m_vF/\hbar^2$, $b^3=2m_cF/\hbar^2$ and $x_g=E_g/F$. The equations become $\phi_c''=b^3(x_g-x)\phi_c$ and $\phi_v''=a_v^3x\,\phi_v$. The solutions that decay into the gap are $\mathrm{Ai}(b(x_g-x))$ and $\mathrm{Ai}(a_vx)$.

Let $\delta$ be the mismatch left after any phonon has acted: $\delta=k_0$ for elastic tunnelling, $\delta=k_0-q$ with a phonon. The amplitude is proportional to

$$J(\delta)=\int dx\,\mathrm{Ai}(a_vx)\,\mathrm{Ai}(b(x_g-x))\,e^{i\delta x}.$$

Insert $\mathrm{Ai}(s)=(2\pi)^{-1}\int dt\,e^{i(t^3/3+st)}$ for each factor, with $t=k/a_v$ in the first and $t=p/b$ in the second. The $x$ integral gives $2\pi$ times a delta function that sets $k=p-\delta$. Hence

$$J=\frac{1}{2\pi a_vb}\int dp\,e^{i\Theta(p)},\qquad
\Theta=\frac{(p-\delta)^3}{3a_v^3}+\frac{p^3}{3b^3}+px_g.$$

The derivative of the phase has a direct meaning:

$$\frac{d\Theta}{dp}=\frac1F\left[E_g+\frac{\hbar^2p^2}{2m_c}+\frac{\hbar^2(p-\delta)^2}{2m_v}\right].$$

The bracket is the vertical gap, the distance between the bands at one crystal momentum. It is smallest at $p_*=\delta m_c/(m_c+m_v)$. With $\mu=m_cm_v/(m_c+m_v)$, completing the square gives

$$[\ldots]=E_*+\frac{\hbar^2(p-p_*)^2}{2\mu},\qquad
E_*=E_g+\frac{\hbar^2\delta^2}{2(m_c+m_v)}.$$

Set $s=p-p_*$ and $c^3=2\mu F/\hbar^2$. Integrating the derivative gives $\Theta=\Theta(p_*)+s^3/(3c^3)+sE_*/F$. The remaining integral is again an Airy function, $2\pi c\,\mathrm{Ai}(cE_*/F)$, so within this model

$$|J(\delta)|=\frac{c}{a_vb}\,\mathrm{Ai}\!\left(\frac{cE_*}{F}\right).$$

For a large argument, $\mathrm{Ai}(z)\approx e^{-2z^{3/2}/3}/(2\sqrt\pi z^{1/4})$. Since $c^{3/2}=\sqrt{2\mu F}/\hbar$,

$$|J|^2\propto e^{-B},\qquad B=\frac{4\sqrt{2\mu}\,E_*^{3/2}}{3\hbar F},$$

apart from an algebraic prefactor. **In a uniform field, elastic tunnelling pays the smallest vertical gap; phonon-assisted tunnelling pays approximately the indirect gap.**

For an example, take rough silicon values: $E_g=1.1$ eV, a longitudinal mass of $0.92m_0$ and a valence tunnelling mass of $0.16m_0$. Let the field be 3 MV/cm, so $F=0.3$ eV/nm. With $\hbar^2/2m_0=0.0381\ \mathrm{eV\,nm^2}$,

$$E_*=1.1+\frac{0.0381\times9.84^2}{0.92+0.16}\approx4.51\ \mathrm{eV}.$$

The exponent rises from 9.7 at the indirect gap to 80.6 at $E_*$. The difference, $70.9/\ln10$, is 30.8 decades, and the prefactor brings the loss to 31.1 decades.

Parabolic bands are not reliable so far from the band edges. Silicon's smallest vertical gap is roughly 3.4 eV, and it varies much less with crystal momentum than the model's gap does. As an illustration, using 3.4 eV with the same masses gives about 19 decades, or about 13 at 4.5 MV/cm, the peak field of the junction estimated below. The flatter real gap could make the loss larger. Abrupt changes in charge density make it smaller: the slope of the field then jumps at the doping step and at the edges of the depletion layer, and these jumps supply some of the missing momentum. With parabolic bands, the loss in the abrupt junction described below is about 10 decades, not 31. Smoothing its potential with a Gaussian of standard deviation 0.5 nm raises the loss to about 16. A phonon has its own price. With a rough deformation potential of $5\times10^8$ eV/cm, the TO phonon has a mean-square strength of $6.4\times10^{-4}\ \mathrm{eV^2\,nm^3}$. Wave-vector spreads like those found in the next section admit roughly 0.02 phonon modes per $\mathrm{nm^3}$, so the summed strength is about $10^{-5}\ \mathrm{eV^2}$. Set crudely against the square of a direct coupling of 1 eV, that costs about five decades. On these estimates the phonon path still wins by a wide margin.

## Why the onset is at one energy per branch

A definite onset requires the participating phonons to have nearly the same energy. Near $\delta=0$, expand $B$ in $E_*$:

$$\beta=\frac{dB}{dE_*}=\frac{3B}{2E_g},\qquad
|J|^2\propto\exp\!\left[-\frac{\beta\hbar^2\delta^2}{2(m_c+m_v)}\right].$$

This is a Gaussian with variance $\sigma^2=(m_c+m_v)/(\beta\hbar^2)$. For the in-plane valleys the conduction tunnelling mass is $0.19m_0$ and $B=7.7$, so $\beta=3\times7.7/(2\times1.1)=10.5\ \mathrm{eV^{-1}}$. The spread along the field is then $\sigma=0.66\ \mathrm{nm^{-1}}$.

In-plane kinetic energy also widens the effective gap. Along $k_0$, the electron and hole contribute variances $m/(\beta\hbar^2)$ with $m=0.92m_0$ and $0.16m_0$. Their sum gives $\sigma=1.16\ \mathrm{nm^{-1}}$, about 12% of $k_0$; limited band filling makes it smaller. The current therefore samples each phonon branch near $k_0$. This is why an acoustic phonon can have a finite threshold: its energy vanishes at zero wave vector, but not at $k_0$.

## From a phonon energy to a voltage threshold

Let $eV$ be the Fermi level of the n side minus that of the p side. An electron leaves the n side at energy $E$, emits a phonon and needs an empty state at $E-\hbar\omega$ on the p side. If the tunnelling strength varies little over the window, the rate is proportional to

$$\int dE\,f(E-eV)\,[1-f(E-\hbar\omega)],$$

where $f(x)=1/(e^{x/kT}+1)$. Write $f_A=f(E-A)$ and $f_B=f(E-B)$, with $A=eV$ and $B=\hbar\omega$ in this section. From $1-f(x)=e^{x/kT}f(x)$,

$$f_B(1-f_A)=e^{(B-A)/kT}f_A(1-f_B).$$

Subtract both sides from $f_A(1-f_B)$. The left side becomes $f_A-f_B$, so

$$f_A(1-f_B)=\frac{f_A-f_B}{1-e^{-(A-B)/kT}}.$$

The integral of $f_A-f_B$ is $A-B$. The rate is thus proportional to $\Phi(eV-\hbar\omega)$, where

$$\Phi(x)=\frac{x}{1-e^{-x/kT}}.$$

As $T\to0$, $\Phi(x)$ becomes $x$ for $x>0$ and zero for $x<0$.

Let $N=1/(e^{\hbar\omega/kT}-1)$ be the phonon occupation. Emission carries the factor $N+1$ and absorption $N$. Subtracting the reverse transitions gives, for one branch,

$$I\propto(N+1)[\Phi(eV-\hbar\omega)-\Phi(-eV-\hbar\omega)]
+N[\Phi(eV+\hbar\omega)-\Phi(-eV+\hbar\omega)].$$

At $T=0$, $N=0$. For positive bias what remains is $eV-\hbar\omega$ above threshold and nothing below. The current has a kink, $dI/dV$ a step and $d^2I/dV^2$ a peak. Reversing the bias changes the sign of $I$, so the onset also appears at $eV=-\hbar\omega$.

An elastic channel instead gives $\Phi(eV)-\Phi(-eV)=eV$ at every temperature. For constant tunnelling strength it is ohmic, and it has no phonon threshold, whatever supplied its momentum.

## Why the diode must be cold

Let $y=\hbar\omega/kT$. Differentiating $\Phi$, and using $1/(1-e^{-y})=N+1$ and $e^{-y}/(1-e^{-y})^2=N(N+1)$, gives

$$\Phi'(\hbar\omega)=N+1-yN(N+1),\qquad
\Phi'(-\hbar\omega)=-N+yN(N+1).$$

At zero bias each bracket in the current contributes twice the derivative. In units of the zero-temperature step,

$$G(0)=2(N+1)\Phi'(-\hbar\omega)+2N\Phi'(\hbar\omega)
=2yN(N+1)=\frac{2y}{4\sinh^2(y/2)}.$$

The terms without $y$ cancel, and those with $y$ leave the factor $(N+1)-N=1$. When $y\gg1$ this is $2ye^{-y}$. At 4.2 K, $kT=0.362$ meV; an 18 meV phonon has $y\approx50$, and its zero-bias conductance is about $2.5\times10^{-20}$ of its step.

In the opposite limit, well above threshold, every $\Phi'$ with a large positive argument is 1 and the others vanish, so $G=2N+1=\coth(y/2)$. For small $y$ this is $2/y+y/6$, while $G(0)$ is $2/y-y/6$. Phonon-assisted current is then large, but its conductance differs between low and high bias by only $y/3$ of the zero-temperature step. Warming fills in the conductance below the threshold.

It also broadens the onset. With $u=(eV-\hbar\omega)/kT$, a second differentiation of $\Phi$ gives the emission peak

$$\Phi''=\frac{1}{kT}\,\frac{u\coth(u/2)-2}{4\sinh^2(u/2)}.$$

Its full width at half maximum is $5.44kT$: 1.97 meV at 4.2 K and 141 meV at 300 K, where it exceeds every phonon energy considered here.

## The staircase in numbers

Take rough phonon energies near $k_0$ of 18 meV (TA), 46 meV (LA) and 58 meV (TO). Their relative strengths are chosen as 1, 0.5 and 2; they are not calculated from silicon's electron-phonon coupling. LO is omitted because it lies close to TO. In units of the TA step, the phonon-assisted conductance is:

| Bias (mV) | 4.2 K | 300 K |
|---:|---:|---:|
| 0 | 0.000 | 4.39 |
| 10 | 0.000 | 4.40 |
| 30 | 1.000 | 4.55 |
| 52 | 1.500 | 4.83 |
| 68 | 3.500 | 5.07 |

The cold column adds one strength at each threshold: 1, then $1+0.5$, then $1+0.5+2$. The warm column rises by only about 16% over the same range. Both columns assume a constant tunnelling strength. With the limited band filling of the diode described below, the cold onsets remain, but in forward bias the plateaus slope downward: the conductance drops by an estimated 40 to 60% between the TA and LA onsets. At 300 K it then falls with forward bias instead of rising. At 4.2 K the computed second-derivative peaks fall at 18.00, 46.00 and 58.00 mV. The numerical output gives the remaining values.

## What a real diode adds

The example uses doping of $10^{20}\ \mathrm{cm^{-3}}$ on both sides, in the heavily doped range that tunnel diodes need. For an abrupt junction the estimated Fermi energies are 74 meV on the n side and 131 meV on the p side. The built-in voltage is 1.30 V and the depletion width 5.8 nm. The mean and peak fields are 2.2 and 4.5 MV/cm, on either side of the 3 MV/cm used. Both Fermi energies exceed 58 meV, but they also limit the in-plane kinetic energy of the states that tunnel. The tunnelling strength therefore varies with bias. The constant value used in the table locates the onsets, not the shape of the curve between them.

**Dopants break the perfect-lattice assumption most directly.** They scatter electrons through $k_0$ elastically, so the phonon steps stand on a background. For uncorrelated dopants of density $n$ and charge $e$, its strength relative to phonon emission is estimated as

$$\frac{n\,[e^2/(\varepsilon_0\varepsilon k_0^2)]^2}{\hbar D^2/(2\rho\omega)},$$

where $D$ is the deformation potential and $\rho$ the mass density. The same envelope factor is assumed for both channels, and the overlap of the valence and conduction Bloch functions is set to one. Relative to the TO channel the ratio is 0.04 with static screening, $\varepsilon=11.7$, and 5.4 with none. The long-wavelength value 11.7 overstates the screening at so large a wave vector; a dielectric constant of roughly 3.5 there would give a ratio near 0.4. The overlap assumption makes these figures crude and probably too high. At the band edges the overlap of the two Bloch functions vanishes by symmetry, so only the components of the dopant potential at $k_0$ plus a reciprocal-lattice vector act. An empirical-pseudopotential estimate with wave-vector-dependent screening then gives a ratio near 0.01. That estimate leaves out the short-range core of the dopant and the change of the Bloch functions away from the band edges. Since $D$ is also rough, the size of the background relative to the step is not fixed by these estimates.

**Phonon dispersion can smear an onset more than temperature does.** If LA rises to roughly 51 meV at the zone edge, its slope is $5/(11.57-9.84)\approx2.9$ meV nm. Multiplying by $\sigma=1.16\ \mathrm{nm^{-1}}$ and by 2.355, the ratio of full width to $\sigma$ for a Gaussian, gives 7.9 meV. This ignores the limit that the Fermi energies set on the in-plane momentum; including it reduces the width to roughly 5 meV. That is still more than twice the thermal width at 4.2 K, so the sharp LA step in the table is idealized.

**Forward and reverse steps need not have equal heights.** The table assumes they do. In forward bias the electron starts above its final energy, so emission lowers the effective gap to $E_g-\hbar\omega$; in reverse it is $E_g+\hbar\omega$. The junction field is slightly weaker in forward bias, which offsets part of this. Estimated from $|J|^2$ alone at the field used here, the two effects together make the forward TO step between two and three times the reverse one. The threshold energies do not move.

Heavy doping also narrows the gap. A rough reduction of 0.1 eV lowers $B$ by about $10.5\times0.1\approx1$. At fixed field that raises the phonon-assisted current by nearly a factor of three. The built-in voltage falls too and weakens the field, which leaves a factor of roughly two. The thresholds again do not move.

## How to measure and interpret the onsets

Measure $d^2I/dV^2$ near liquid-helium temperature, in both polarities. A constant elastic conductance would then drop out. In a real junction it varies with bias and leaves a smooth baseline, on which resolved phonon onsets stand as peaks, with opposite sign in reverse bias. A broad LA onset can merge with those of LO and TO. Correct the voltage for series resistance before assigning energies, and keep the modulation small compared with the expected width.

Compare the positions with phonon energies near $k_0$, not at the zone centre. Look for matching values of $|V|$, but do not require equal heights. If thermal width were the only limit, two peaks of equal height 12 meV apart, the spacing of LA and TO, would be separated when $5.44kT<12$ meV, or below about 26 K. A weak LA peak beside a strong TO peak, as with the strengths chosen above, is still only a shoulder at that temperature and needs a colder diode. Dispersion makes the practical condition stricter again.

A large zero-bias conductance does not rule out phonon-assisted tunnelling. If it survives cooling to 4.2 K, however, equilibrium phonons cannot account for it in this model. An elastic path, such as dopant scattering, is then the first candidate.

## Calculated quantities

```
lattice constant, rough: 0.543 nm; gap, rough: 1.1 eV
masses long, trans, valence: 0.92, 0.19, 0.16 m0
mismatch k0: 9.84 1/nm; zone edge: 11.57 1/nm
doping: 1.0e+20 cm^-3; field: 3.0 MV/cm
Lattice propagator to the in-plane valley (1/eV):
  perfect: 1.7e-19; wave q=k0: 2.78e-05
  wave q=0.5 zone edge: 2.3e-19
  single impurity: 6.63e-06
smallest vertical gap, parabolic model: 4.51 eV
exponent, long valley, at gap: 9.7
exponent, long valley, at vertical gap: 80.6
exponent, in-plane valley, phonon-assisted: 7.7
elastic loss, parabolic model: 31.1 decades
elastic loss, rough 3.4 eV gap: 18.9 decades
same at peak field: 12.7 decades
TA: energy 18 meV, strength 1.0, peak at 18.00 mV
LA: energy 46 meV, strength 0.5, peak at 46.00 mV
TO: energy 58 meV, strength 2.0, peak at 58.00 mV
kT at 4.2 K: 0.362 meV
peak width: 5.44 kT = 1.97 meV
peak width at 300 K: 141 meV
Phonon conductance (units of the TA step):
  V=0 mV: 0.000 at 4.2 K, 4.39 at 300 K
  V=10 mV: 0.000 at 4.2 K, 4.40 at 300 K
  V=30 mV: 1.000 at 4.2 K, 4.55 at 300 K
  V=52 mV: 1.500 at 4.2 K, 4.83 at 300 K
  V=68 mV: 3.500 at 4.2 K, 5.07 at 300 K
  V=-30 mV: 1.000 at 4.2 K, 4.55 at 300 K
zero-bias value at 4.2 K: 2.5e-20 TA steps
Fermi energies n, p: 74, 131 meV
built-in voltage: 1.30 V; width: 5.8 nm
mean, peak field: 2.2, 4.5 MV/cm
wave-vector spread (sigma) along field: 0.66 1/nm
wave-vector spread (sigma) along k0: 1.16 1/nm
LA zone-edge energy, rough: 51 meV
LA smearing, full width: 7.9 meV
TO step, forward/reverse height: 2.6
deformation potential, rough: 5e+08 eV/cm
TO phonon strength: 6.4e-04 eV^2 nm^3
dopant/TO strength, static screening: 0.040
dopant/TO strength, no screening: 5.4
```
